# Positronium escape from a porous film with one open surface

## 1. The physical situation

Positrons implanted in a porous dielectric film can form positronium (Ps), the bound pair of an electron and a positron. Its long-lived form, ortho-positronium, collects in the pores and wanders from pore to pore if they are connected. Some of it decays inside the film. Some reaches the open surface and leaves for the vacuum, where it lives longer because it no longer meets electrons of the pore walls. The escaping fraction therefore carries information about pore connectivity. To read that information we must relate the fraction to the distance that Ps can diffuse during its life.

Let the film occupy $0<x<L$, with its open surface at $x=0$ and the substrate at $x=L$. The assumptions are these:

- Ps is generated uniformly in depth.
- On scales larger than the pore spacing it diffuses with a constant coefficient $D$.
- In the film it is lost at the constant rate $1/\tau$, which includes self-annihilation and annihilation with wall electrons.
- Ps that reaches $x=0$ leaves and does not return.
- The buried interface at $x=L$ reflects Ps without destroying it.

The last condition is essential: saying that one surface is open does not yet say what happens at the other. Under these conditions the escape probability of a Ps atom formed in the film will be found to be $(l/L)\tanh(L/l)$, with $l=\sqrt{D\tau}$.

## 2. Density and escaping flux

Let $N(x,y,z,t)$ be the number of Ps atoms per volume and $G$ the generation rate per volume. Diffusion and decay give

$$
\frac{\partial N}{\partial t}=D\nabla^2N-\frac{N}{\tau}+G. \tag{1}
$$

The film is laterally uniform and much wider than both the beam spot and $l$. Integrating over $y$ and $z$ removes the lateral second derivatives, because the lateral flux vanishes far from the spot. Let $n(x,t)$ and $g$ be the integrated density and generation rate, both per unit depth. In the steady state,

$$
D n''-\frac{n}{\tau}+g=0,\qquad n(0)=0,\qquad n'(L)=0. \tag{2}
$$

The first boundary condition expresses complete removal at the surface, the second zero flux through the buried interface. A pulsed source leads to the same equation: integrate the time-dependent balance over all times after the pulse, and $n$ becomes the time-integrated density while $g$ becomes the number generated per depth.

Dividing (2) by $D$ and using $l^2=D\tau$ gives $n''-n/l^2=-g/D$. The constant $g\tau$ is a particular solution, since $g\tau/l^2=g/D$. The general solution is

$$
n=g\tau+A\cosh\frac{L-x}{l}+B\sinh\frac{L-x}{l}. \tag{3}
$$

At the buried interface $n'(L)=-B/l$, so $B=0$. At the surface $0=g\tau+A\cosh(L/l)$, which fixes $A$. Hence

$$
n(x)=g\tau\left[1-\frac{\cosh((L-x)/l)}{\cosh(L/l)}\right]. \tag{4}
$$

The current in the direction of increasing $x$ is $-Dn'$. Escape is in the opposite direction, so the escaping flux is $+Dn'(0)$. Differentiating (4), the minus sign in front of the fraction cancels the one from $d(L-x)/dx$:

$$
Dn'(0)=\frac{Dg\tau}{l}\,\frac{\sinh(L/l)}{\cosh(L/l)}
=g\,l\tanh\frac{L}{l}, \tag{5}
$$

where $D\tau/l=l$. The total generation rate is $gL$. With $u=L/l$, the escape probability is

$$
F=\frac{l}{L}\tanh\frac{L}{l}=\frac{\tanh u}{u}. \tag{6}
$$

The rest decays inside. Integrating (2) over the film and using $n'(L)=0$ gives $gL=Dn'(0)+\int_0^L(n/\tau)\,dx$, so the integral is the fraction $1-F$ of the generation.

## 3. Escape from a given depth

Let $p(x)$ be the probability that a Ps atom now at depth $x$ eventually escapes. In a short time $\delta t$ it survives with probability $1-\delta t/\tau$ and moves by a random distance $\xi$ of mean zero and variance $2D\delta t$. Averaging over $\xi$,

$$
p(x)=\left(1-\frac{\delta t}{\tau}\right)\langle p(x+\xi)\rangle
=p+\delta t\left(Dp''-\frac{p}{\tau}\right)+o(\delta t). \tag{7}
$$

The bracket must vanish, so $l^2p''=p$. At the surface escape is certain: $p(0)=1$. A reflecting wall is equivalent to continuing $p$ as its mirror image beyond $L$. A smooth function even about $L$ has zero slope there, so $p'(L)=0$. Therefore

$$
p(x)=\frac{\cosh((L-x)/l)}{\cosh(L/l)}. \tag{8}
$$

For uniform generation its depth average is

$$
\frac1L\int_0^Lp\,dx=\frac{l}{L}\,\frac{\sinh(L/l)}{\cosh(L/l)}=F, \tag{9}
$$

in agreement with (6). If Ps is instead generated with a depth profile $w(x)$, the average becomes

$$
F_w=\frac{\int_0^L w(x)p(x)\,dx}{\int_0^L w(x)\,dx}. \tag{10}
$$

## 4. Limits and what a measurement determines

For $u\ll1$, the expansion $\tanh u=u-u^3/3+2u^5/15-\cdots$ gives

$$
F=1-\frac{u^2}{3}+\frac{2u^4}{15}-\cdots. \tag{11}
$$

The leading loss is $L^2/(3D\tau)$: the ratio of a mean residence time $L^2/3D$ to the lifetime. For $u\gg1$, $\tanh u\to1$ and $F\to l/L$. Only a layer of thickness of order $l$ below the surface then contributes appreciably.

To find how well $F$ determines $l$ at fixed $L$, differentiate $\ln F=\ln\tanh u-\ln u$:

$$
\frac{d\ln F}{du}=\frac{1}{\sinh u\cosh u}-\frac1u
=\frac{2}{\sinh2u}-\frac1u.
$$

Since $d\ln l=-du/u$,

$$
\frac{d\ln F}{d\ln l}=1-\frac{2u}{\sinh2u}. \tag{12}
$$

This is positive because $\sinh z>z$ for $z>0$, so each $F$ between 0 and 1 corresponds to one $l$. In a thin film, however, (12) tends to $2u^2/3$. A small relative error in $F$ is then multiplied by about $3/(2u^2)$ in the inferred $l$. Nearly complete escape shows that $l$ is large compared with $L$, but fixes its value poorly.

## 5. Other boundaries

**A destructive buried interface.** If Ps is lost on reaching $x=L$, the condition there becomes $n(L)=0$. The density is then symmetric about the midplane, so $n'(L/2)=0$. The front half is a film of thickness $L/2$ with a reflecting back, and (5) gives its front flux as $gl\tanh(L/2l)$. Dividing by the whole generation $gL$,

$$
F_{\rm lossy}=\frac{l}{L}\tanh\frac{L}{2l}. \tag{13}
$$

It tends to $1/2$ in a thin film, where Ps reaches either face with equal probability on average. In a thick film it approaches (6), since Ps near the front seldom reaches the back.

**A resisting front surface.** Suppose that the surface hinders escape, so that $n(0)=d\,n'(0)$. The length $d$ is the distance outside the film at which the linearly extended density reaches zero. Equation (3) with $B=0$ still holds. The new condition reads

$$
g\tau+A\cosh u=-\frac{d}{l}A\sinh u,
\qquad
A=-\frac{g\tau}{\cosh u+(d/l)\sinh u}.
$$

The flux is $Dn'(0)=-(DA/l)\sinh u$. Dividing it by $gL$, and then numerator and denominator by $\cosh u$,

$$
F_d=\frac{(l/L)\tanh u}{1+(d/l)\tanh u}. \tag{14}
$$

The length $d$ can be related to the pores. Let layers of pores have spacing $a$, and let $\Gamma$ be the hop rate from one layer to a given neighbour. A layer contains $an_j$ atoms, so the net flux between neighbours is $\Gamma a(n_j-n_{j+1})\approx-\Gamma a^2n'$. Thus $D=\Gamma a^2$. Let the first layer, centred at $a/2$, release Ps to the vacuum at rate $f\Gamma$. The escaping flux is $f\Gamma an_1=fDn_1/a$, and it must equal $Dn'(0)$. With $n_1\approx n(0)+(a/2)n'(0)$,

$$
n(0)+\frac a2n'(0)=\frac af n'(0),
\qquad d=a\left(\frac1f-\frac12\right). \tag{15}
$$

An ordinary last hop, $f=1$, gives $d=a/2$. A partly sealed skin has $f<1$ and a larger $d$.

## 6. Ps that is still cooling

Newly formed Ps may move faster than thermal Ps, and its diffusion coefficient then depends on its age $t$. The loss rate is still taken as constant, $1/\tau$. Follow a group formed uniformly at $t=0$, normalized to one atom. Write $n=e^{-t/\tau}q$ and define $s(t)=\int_0^tD(t')\,dt'$. The exponential accounts for decay, and since $\partial q/\partial t=D(t)\,\partial q/\partial s$, what remains is

$$
\frac{\partial q}{\partial s}=\frac{\partial^2q}{\partial x^2},
\qquad q(x,0)=\frac1L. \tag{16}
$$

The functions $\sin\kappa_kx$ satisfy both original boundary conditions if $\cos\kappa_kL=0$, that is, $\kappa_k=(k+\tfrac12)\pi/L$ with $k=0,1,2,\ldots$. They are orthogonal, with $\int_0^L\sin^2\kappa_kx\,dx=L/2$. The coefficient of each in $q(x,0)$ is therefore

$$
\frac2L\int_0^L\frac{\sin\kappa_kx}{L}\,dx=\frac{2}{\kappa_kL^2}.
$$

Each mode decays as $e^{-\kappa_k^2s}$, and its integral over the film supplies another factor $1/\kappa_k$. The probability of not having escaped, with decay left out, is

$$
S(s)=\sum_{k=0}^{\infty}\frac{2}{(\kappa_kL)^2}e^{-\kappa_k^2s}. \tag{17}
$$

The decay rate inside at age $t$ is $e^{-t/\tau}S/\tau$. What does not decay inside escapes:

$$
F=1-\frac1\tau\int_0^\infty e^{-t/\tau}S(s(t))\,dt. \tag{18}
$$

For constant $D$, $s=Dt$ and each time integral gives $1/(1+\kappa_k^2l^2)$. Because $S(0)=1$,

$$
F=\sum_k\frac{2}{(\kappa_kL)^2}\,\frac{\kappa_k^2l^2}{1+\kappa_k^2l^2}
=\sum_k\frac{2}{u^2+(k+\frac12)^2\pi^2}. \tag{19}
$$

The time-integrated density of this group obeys (2) with $g=1/L$, so the sum must equal $\tanh u/u$.

## 7. Generation by a positron beam

A simple model of positron stopping at one beam energy is

$$
P(x;z)=\frac{2x}{z^2}e^{-x^2/z^2}, \tag{20}
$$

where $z$ is a stopping scale and the mean depth is $\sqrt\pi\,z/2$. This profile vanishes at the surface. Raising the energy does not make it uniform: for $z\gg L$ it becomes proportional to $x$ within the film. Using (10) with $w=x$ and setting $y=L-x$,

$$
\int_0^L(L-y)\cosh\frac yl\,dy
=l^2(\cosh u-1),
$$

because the terms $Ll\sinh u$ cancel on integration by parts. Dividing by $\cosh u$ and by $\int_0^Lx\,dx=L^2/2$,

$$
F_{\rm linear}=\frac{2}{u^2}\left(1-\frac1{\cosh u}\right). \tag{21}
$$

A suitable sum over energies does approach uniform generation. Give equal numbers of positrons to equal intervals of $z$, from zero to $Z$. With $v=x/z$, we have $dz=-x\,dv/v^2$ and $2x/z^2=2v^2/x$, so

$$
\int_0^ZP(x;z)\,dz=2\int_{x/Z}^{\infty}e^{-v^2}\,dv
=\sqrt\pi\,\operatorname{erfc}\frac xZ. \tag{22}
$$

This is uniform for $Z\gg L$. The result assumes that (20) holds through film and substrate and that the fraction forming Ps is independent of depth and energy. The numbers of Ps atoms must be added before dividing; averaging the separate escape fractions with equal weight would give another quantity.

## 8. A worked film

Take $L=500$ nm, $D=0.01\ {\rm cm^2/s}$, $\tau=40$ ns, $a=5$ nm and a temperature of 300 K. Then

$$
l=\sqrt{(0.01)(40\times10^{-9})}\ {\rm cm}
=2.0\times10^{-5}\ {\rm cm}=200\ {\rm nm},
$$

$$
u=\frac{500}{200}=2.5,\qquad
F=\frac{0.98661}{2.5}=0.395. \tag{23}
$$

Hop-and-decay equations for 2000 cells with an absorbing front plane also give 0.3946. The escape probability falls from 0.782 at a depth of 50 nm to 0.308 at 250 nm and 0.163 at the buried interface. The sensitivity (12) is 0.933, so a 1% relative error in $F$ becomes about 1.1% in $l$.

The following changes are made one at a time, with the other parameters held fixed.

*Boundaries.* A destructive buried interface lowers $F$ to 0.339, by 14% relative to 0.395. The discrete pores with $f=1$ give 0.390, a change of about 1%. A skin with $f=0.1$ has $d=5(10-0.5)=47.5$ nm, and (14) gives

$$
F_d=\frac{0.3946}{1+(47.5/200)(0.98661)}=0.320.
$$

*Beam profile.* Take a rough mean stopping depth of $40E^{1.6}/\rho$ nm, with $E$ in keV and $\rho=1.2$ in g/cm³. At 4 keV, $z=346$ nm, about 12% of the positrons pass the film, and those stopping within it give $F_w=0.344$. At 10 keV, $z=1497$ nm and $F_w=0.272$. This is close to the linear-profile limit (21), $2(1-0.1631)/2.5^2=0.268$. Scanning up to 10 keV with the weighting of (22) gives 0.423, above the ideal value because $\operatorname{erfc}(x/Z)$ still favours shallow depths. A purely mathematical extension of $Z$ by a factor of 100 gives 0.395.

*Cooling.* Suppose that Ps starts at 1 eV, that $D$ is proportional to speed, and that the excess speed decays exponentially with a time $t_c=5$ ns. The initial speed is $r=5.08$ times the thermal root-mean-square speed of a free gas, and

$$
s(t)=D\left[t+(r-1)t_c\left(1-e^{-t/t_c}\right)\right]. \tag{24}
$$

For Ps that lives much longer than $t_c$, the early motion is worth $(5.08-1)(5)\approx20$ ns of extra thermal diffusion, half the lifetime. With $\tau$ held at 40 ns throughout, equation (18) gives $F=0.501$, and direct time integration of the hopping equations with 200 cells gives the same value. This increase depends on holding $\tau$ fixed. Fast Ps meets the pore walls more often and is lost sooner, which can remove the increase or reverse it. Split $1/\tau$ into self-annihilation at $1/(142\ {\rm ns})$ and a wall part. If the wall part grows in proportion to speed, $F$ is about 0.42. If it grows in proportion to energy, $F$ is about 0.26, below the thermal value. The sign of the cooling correction in a real film is therefore not settled by this model. Reading this $F$ through (6) would yield $l=262$ nm instead of the thermal 200 nm. With $\tau$ fixed in this way, cooling is the largest upward change considered here.

*Temperature.* If $D$ follows thermal speed while the path length and $\tau$ stay fixed, then $l\propto T^{1/4}$. At 400 K this gives $F=0.422$. In a real pore of this size $\tau$ falls on heating. A particle-in-a-box (extended Tao–Eldrup) estimate lowers it from 40 to about 35 ns at 400 K, which brings $F$ back to about 0.40.

The thermal wavelength of Ps at 300 K is 3.0 nm, comparable with the pore spacing. A classical gas calculation of $D$ inside the pores is therefore unreliable, and $D$ is best treated as an effective parameter. The same caution applies to the speed laws assumed above for cooling and temperature. With the thermal speed, the chosen $D$ implies a gas path $3D/v$ of only about 0.04 nm, smaller than the Ps atom, so transport is limited by transfer between pores rather than by free flight. In a cubic pore of side 3.25 nm the confinement energy, about 53 meV, exceeds $\tfrac32k_BT=39$ meV, so the true speed ratio is smaller than 5.08. On a cubic pore network there are six exits, so the mean dwell time is $a^2/(6D)=4.2$ ps. This is short compared with 40 ns: Ps makes thousands of hops in a lifetime, which supports the diffusion description.

These parameters represent a well-connected porous silica-like film, not a particular product. A lifetime of 40 ns belongs to pores a few nanometres across; in smaller pores Ps meets the walls more often and its lifetime is shorter. Since $l$ also depends on how well the pores are connected, 200 nm should not be taken as a typical value. Real films can violate several assumptions together: Ps may arrive hot, the surface may be partly sealed, and generation follows the beam profile. For the values chosen here, and with $\tau$ fixed during cooling, these effects separately move $F$ from 0.395 to between 0.27 and 0.50; the upper end does not survive if hot Ps is lost faster at the walls. Closed pores are a further limitation, since Ps trapped in them cannot escape; equation (6) then applies to the connected fraction alone. If the measured fraction is divided by all the Ps formed, including that in closed pores, (6) gives too small an $l$. An inferred $l$ thus describes the connected pores only when the share of Ps formed in closed pores, the generation profile, the boundaries and the cooling have all been accounted for. The values obtained with $\tau$ fixed are listed in the numerical output.

## Numbers as computed

```
Film thickness L: 500 nm
Diffusion coefficient D: 0.010 cm2/s
Ps lifetime in film: 40 ns
Pore spacing: 5.0 nm
Temperature: 300 K
Diffusion length l: 200.0 nm
L/l: 2.500 (dimensionless)
tanh(L/l): 0.98661 (dimensionless)
Ideal escape probability F: 0.3946 (fraction)
Decay inside film, 1-F: 0.6054 (fraction)
F from 2000-cell chain: 0.3946 (fraction)
Escape from depth 50 nm: 0.7822 (fraction)
Escape from depth 250 nm: 0.3079 (fraction)
Escape from depth 500 nm: 0.1631 (fraction)
d ln F / d ln l: 0.9326 (dimensionless)
F, destructive buried interface: 0.3393 (fraction)
F, discrete pores: 0.3898 (fraction)
Pore residual ratio on halving spacing: 3.951
Skin exit rate / internal hop rate: 0.10
Skin extrapolation length: 47.5 nm
F, partly sealed skin: 0.3197 (fraction)
Film density for beam estimate: 1.2 g/cm3
Lower beam energy: 4 keV
Stopping scale at lower energy: 346 nm
Positrons passing film at lower energy: 0.123 (fraction)
F at lower beam energy: 0.3437 (fraction)
Higher beam energy: 10 keV
Stopping scale at higher energy: 1497 nm
F at higher beam energy: 0.2716 (fraction)
F, scan up to higher energy: 0.4232 (fraction)
F, scan with 100 times larger Z: 0.3949 (fraction)
Initial Ps energy: 1.0 eV
Decay time of excess speed: 5.0 ns
Initial / thermal rms speed: 5.078
F with cooling: 0.5014 (fraction)
F with cooling, time integration: 0.5014 (fraction)
Apparent l if cooling is ignored: 262.0 nm
Higher temperature: 400 K
F at higher temperature: 0.4217 (fraction)
Mean thermal Ps speed at 300 K: 76.1 km/s
Thermal wavelength of Ps at 300 K: 3.04 nm
Mean dwell per pore, cubic network: 4.17 ps
Free transit over one pore spacing: 0.066 ps
```
